# Real plane-wave Hamiltonians: inversion, shifted origins and spin-orbit coupling, part 1

(Sections cited here and not found follow in the second part.)

## First half: the Fourier coefficients

Suppose a code stores the Hamiltonian of a crystal as a real matrix because the crystal has an inversion centre, but the structure file places the origin on an atom that is not such a centre. The matrix elements are then complex, and storing their real parts changes the physics. For a real potential \(V(\mathbf r)\), keeping the real part of each Fourier coefficient replaces the potential by its even part about the origin, \([V(\mathbf r)+V(-\mathbf r)]/2\). If the cell has one atom at \(0\) and an equal one at \(\boldsymbol\tau\), the code now treats a crystal with a full atom at \(0\) and half-strength atoms at \(\boldsymbol\tau\) and \(-\boldsymbol\tau\). The levels come out smoothly and belong to a different solid. The opposite choice, complex storage throughout, is safe but takes twice the memory.

What is needed is a rule that says when the matrix is real, and how to make it real when the origin is badly placed. For an electron without spin terms or magnetic field the rule is this: with the origin at an inversion centre, the plane-wave Hamiltonian is real symmetric at every \(\mathbf k\); with the centre at \(\mathbf r_0\), it becomes so after each plane wave is multiplied by \(e^{-i\mathbf G\cdot\mathbf r_0}\). It is derived here twice, first from Fourier coefficients and then from a symmetry operation. The second derivation also shows why spin-orbit coupling spoils it.

### The matrix

The Hamiltonian is
\[
H=\frac{p^2}{2m}+V(\mathbf r),\qquad \mathbf p=-i\hbar\nabla ,
\]
where \(V\) is real and has the periodicity of the lattice. In a mean-field calculation \(V\) is the effective potential, and every condition placed on \(V\) below applies to that potential, not just to the positions of the nuclei.

Let \(\Omega\) be the volume of the primitive cell, \(\mathbf G\) a reciprocal lattice vector and \(\mathbf K=\mathbf k+\mathbf G\). The basis functions are
\[
\langle\mathbf r|\mathbf K\rangle=\Omega^{-1/2}e^{i\mathbf K\cdot\mathbf r},
\]
and inner products are integrals over one cell. Two functions with the same \(\mathbf k\) have a periodic product \(\phi^*\psi\), so any cell may be used. The Fourier coefficients are defined by
\[
V(\mathbf G)=\frac1\Omega\int_\Omega V(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r,\qquad
V(\mathbf r)=\sum_{\mathbf G}V(\mathbf G)\,e^{i\mathbf G\cdot\mathbf r}.
\]

Acting on a plane wave, \(\mathbf p\) gives \(\hbar\mathbf K\), so the kinetic energy is diagonal. For the potential, with \(\mathbf K'=\mathbf k+\mathbf G'\),
\[
\langle\mathbf K|V|\mathbf K'\rangle
=\frac1\Omega\int_\Omega V(\mathbf r)\,e^{-i(\mathbf K-\mathbf K')\cdot\mathbf r}\,d^3r
=V(\mathbf G-\mathbf G'),
\]
because \(\mathbf k\) cancels in \(\mathbf K-\mathbf K'=\mathbf G-\mathbf G'\). Hence
\[
H_{\mathbf G\mathbf G'}(\mathbf k)=\frac{\hbar^2|\mathbf k+\mathbf G|^2}{2m}\,\delta_{\mathbf G\mathbf G'}+V(\mathbf G-\mathbf G').
\]
The wave vector enters through a real diagonal term. For a local potential, whether the matrix is real is therefore decided by the numbers \(V(\mathbf G)\), once for all \(\mathbf k\).

### Two conditions on the coefficients

Because \(V(\mathbf r)\) is real, complex conjugation changes only the exponential:
\[
V(\mathbf G)^*=\frac1\Omega\int_\Omega V(\mathbf r)\,e^{i\mathbf G\cdot\mathbf r}\,d^3r=V(-\mathbf G).
\]
This makes \(H\) Hermitian, since \(H_{\mathbf G'\mathbf G}=V(\mathbf G'-\mathbf G)=V(\mathbf G-\mathbf G')^*\) for the potential part.

If the origin is an inversion centre, \(V(-\mathbf r)=V(\mathbf r)\). Substituting \(\mathbf r=-\mathbf s\), and using periodicity to return to the original cell, gives
\[
V(-\mathbf G)=\frac1\Omega\int_\Omega V(\mathbf r)\,e^{i\mathbf G\cdot\mathbf r}\,d^3r
=\frac1\Omega\int_\Omega V(-\mathbf s)\,e^{-i\mathbf G\cdot\mathbf s}\,d^3s=V(\mathbf G).
\]
This makes \(H\) symmetric: \(H_{\mathbf G'\mathbf G}=H_{\mathbf G\mathbf G'}\).

The two results together give \(V(\mathbf G)^*=V(-\mathbf G)=V(\mathbf G)\), so each coefficient is real and \(H(\mathbf k)\) is real symmetric. The argument treats one element at a time. It therefore holds for any finite set of \(\mathbf G\), even one that does not contain \(-\mathbf G\) with each \(\mathbf G\).

Neither condition is enough alone. A real potential without a centre gives a Hermitian matrix with complex elements. An even but complex potential, such as one that models absorption, gives a symmetric matrix that is not Hermitian.

### The centre is somewhere else

Let the inversion centre be at \(\mathbf r_0\), so that \(V(2\mathbf r_0-\mathbf r)=V(\mathbf r)\). Measure positions from the centre by defining \(V_c(\mathbf s)=V(\mathbf r_0+\mathbf s)\). This function is even:
\[
V_c(-\mathbf s)=V(\mathbf r_0-\mathbf s)=V\bigl(2\mathbf r_0-(\mathbf r_0+\mathbf s)\bigr)=V(\mathbf r_0+\mathbf s)=V_c(\mathbf s),
\]
so its coefficients \(V_c(\mathbf G)\) are real. With \(\mathbf r=\mathbf r_0+\mathbf s\),
\[
V(\mathbf G)=\frac1\Omega\int_\Omega V_c(\mathbf s)\,e^{-i\mathbf G\cdot(\mathbf r_0+\mathbf s)}\,d^3s
=e^{-i\mathbf G\cdot\mathbf r_0}\,V_c(\mathbf G).
\]
The matrix element depends on \(\mathbf G-\mathbf G'\), and its phase splits into a factor for each index:
\[
V(\mathbf G-\mathbf G')=e^{-i\mathbf G\cdot\mathbf r_0}\,V_c(\mathbf G-\mathbf G')\,e^{+i\mathbf G'\cdot\mathbf r_0}.
\]
Let \(D\) be the diagonal matrix with entries \(e^{-i\mathbf G\cdot\mathbf r_0}\), and \(H_c\) the real matrix built from \(V_c\). The kinetic part is diagonal and commutes with \(D\), so
\[
H=DH_cD^\dagger,\qquad H_c=D^\dagger HD .
\]
Element by element, the fix is to multiply \(H_{\mathbf G\mathbf G'}\) by \(e^{+i(\mathbf G-\mathbf G')\cdot\mathbf r_0}\). The sign belongs to the basis functions \(e^{+i\mathbf K\cdot\mathbf r}\); with basis functions \(e^{-i\mathbf K\cdot\mathbf r}\) every element is conjugated and the sign is reversed. Changing only the sign in the definition of \(V(\mathbf G)\) relabels the coefficients but leaves the matrix, and the fix, unchanged. Moving all atoms by \(-\mathbf r_0\) before the calculation has the same effect.

Since \(D\) is unitary, the levels do not change. If \(H_c\tilde c=E\tilde c\), then \(H(D\tilde c)=E(D\tilde c)\), so the original coefficients are \(c_{\mathbf G}=e^{-i\mathbf G\cdot\mathbf r_0}\tilde c_{\mathbf G}\). The vector \(\tilde c\) can be chosen real because \(H_c\) is real symmetric. For a nondegenerate level it is real up to one overall phase whatever solver is used.

A crystal with one centre has others. If \(\mathbf R\) is a lattice vector, then
\[
V(2\mathbf r_0+\mathbf R-\mathbf r)=V(2\mathbf r_0-\mathbf r)=V(\mathbf r),
\]
so \(\mathbf r_0+\mathbf R/2\) is also a centre. Using it multiplies the entries of \(D\) by \(e^{-i\mathbf G\cdot\mathbf R/2}\). Since \(\mathbf G\cdot\mathbf R\) is an integer times \(2\pi\), this factor is \(\pm1\): elements may change sign, but all stay real.

### A model with the diamond structure

Take a cubic edge \(a=5\) Å, so that \(\Omega=a^3/4=31.25\) Å\(^3\), with equal atoms at \(0\) and \(\boldsymbol\tau=(a/4)(1,1,1)\). Each atom carries a well \(-U e^{-r^2/w^2}\) with \(U=20\) eV and \(w=1\) Å. The origin is on an atom. The midpoint of the bond, \(\mathbf r_0=\boldsymbol\tau/2\), is an inversion centre because inversion there exchanges the two atoms; each of its coordinates is 0.625 Å.

Summing one well over all cells and integrating over one cell is the same as integrating a single well over all space. In each direction
\[
-\frac{x^2}{w^2}-iG_xx=-\frac1{w^2}\Bigl(x+\frac{iG_xw^2}{2}\Bigr)^2-\frac{G_x^2w^2}{4},
\]
and the Gaussian integral gives \(\sqrt\pi\,w\,e^{-G_x^2w^2/4}\). The one-atom coefficient is therefore
\[
v(\mathbf G)=-\frac{U\pi^{3/2}w^3}{\Omega}\,e^{-w^2G^2/4}.
\]
For \(\mathbf G=(2\pi/a)(1,1,1)\), \(G^2=4.737\) Å\(^{-2}\) and \(v=-3.564\times0.3059=-1.090\) eV.

The atom at \(\boldsymbol\tau=2\mathbf r_0\) adds a phase:
\[
V(\mathbf G)=v(\mathbf G)\bigl(1+e^{-2i\mathbf G\cdot\mathbf r_0}\bigr)
=e^{-i\mathbf G\cdot\mathbf r_0}\,2v(\mathbf G)\cos(\mathbf G\cdot\mathbf r_0).
\]
For \((1,1,1)\), \(\mathbf G\cdot\mathbf r_0=135^\circ\), so
\[
V=v(1+i)=-1.090-1.090\,i\ \text{eV},\qquad
V_c=2(-1.090)\cos135^\circ=1.542\ \text{eV}.
\]
Discarding the imaginary part would have left a magnitude of 1.090 eV in place of 1.542 eV. For \((1,1,-1)\) the angle is \(45^\circ\), and \(-1.090+1.090\,i\) eV becomes \(-1.542\) eV. For \((2,2,0)\) the angle is \(180^\circ\), and \(-0.303\) eV becomes \(+0.303\) eV.

With 51 plane waves and \(\mathbf k=(2\pi/a)(0.3,0.2,0.1)\), the complex and the real matrix give the same lowest levels: \(-7.497\), \(3.051\), \(5.916\) and \(8.082\) eV. The lowest is \(-1.201\times10^{-11}\) erg. These are levels of the 51-wave model, and no limit of a larger basis is claimed.

The eigenvector can be checked too. For a unit vector, \(|\sum c_{\mathbf G}^2|\le\sum|c_{\mathbf G}|^2=1\), with equality when all \(c_{\mathbf G}^2\) share one phase, which means that \(c\) is real up to an overall factor. For the lowest state this sum is 0.930 before the phases are removed and 1 to ten decimals afterwards.

### When no phases can help

Could a cleverer choice of phases make the matrix real without an inversion centre? Give plane wave \(a\) an arbitrary phase \(e^{i\varphi_a}\). Then \(H_{ab}\) becomes \(e^{-i\varphi_a}H_{ab}e^{i\varphi_b}\), and in the closed product
\[
H_{ab}H_{bc}H_{ca}
\]
each phase meets its conjugate and cancels. If this product has an imaginary part, no diagonal phase fix exists.

Let the wells have depths \(U_1\) and \(U_2\), and write the one-atom coefficients as \(v_1\) and \(v_2\). Then \(V(\mathbf G)=v_1+v_2e^{-i\mathbf G\cdot\boldsymbol\tau}\). Choose the waves \(a=(0,0,0)\), \(b=(1,1,1)\) and \(c=(2,0,0)\). The differences are \((-1,-1,-1)\), \((-1,1,1)\) and \((2,0,0)\), for which \(e^{-i\mathbf G\cdot\boldsymbol\tau}\) equals \(-i\), \(-i\) and \(-1\). The product is
\[
(v_1-iv_2)^2(v_1'-v_2'),
\]
with primes marking the \((2,0,0)\) values. Its imaginary part is \(-2v_1v_2(v_1'-v_2')\), which vanishes for equal atoms. For depths of 20 and 12 eV, \(v_1=-1.090\), \(v_2=-0.654\) and \(v_1'-v_2'=-0.294\) eV, which gives \(0.419\) eV\(^3\). This equals the largest imaginary part found among all triples of the 51 waves. For equal atoms the largest is \(10^{-14}\) eV\(^3\), which is rounding error.

## Second half: a symmetry operation, and spin

The notation carries over: \(\mathbf K=\mathbf k+\mathbf G\), the plane waves \(|\mathbf K\rangle\) are normalised over a cell of volume \(\Omega\), and \(V(\mathbf G)\) is the Fourier coefficient of the real potential. The first half showed that \(V(\mathbf G)\) is real when the origin is an inversion centre, and that for a centre at \(\mathbf r_0\) the matrix \(D^\dagger HD\) is real, with \(D\) diagonal and \(D_{\mathbf G\mathbf G}=e^{-i\mathbf G\cdot\mathbf r_0}\). The model crystal has equal Gaussian wells in the diamond structure.

### The second derivation

Let \(P\) be inversion, \((P\psi)(\mathbf r)=\psi(-\mathbf r)\), and \(K_0\) complex conjugation, \((K_0\psi)(\mathbf r)=\psi^*(\mathbf r)\). Their product \(\Theta=PK_0\) acts as
\[
(\Theta\psi)(\mathbf r)=\psi^*(-\mathbf r).
\]
It is antiunitary: \(\Theta(c\psi)=c^*\Theta\psi\), and a change of variable \(\mathbf r\to-\mathbf r\) gives \(\langle\Theta\phi|\Theta\psi\rangle=\langle\phi|\psi\rangle^*\). Applied twice it gives \(\Theta^2=+1\).

Inversion turns \(e^{i\mathbf K\cdot\mathbf r}\) into \(e^{-i\mathbf K\cdot\mathbf r}\), and conjugation turns it back, so
\[
\Theta|\mathbf K\rangle=|\mathbf K\rangle .
\]
Each operation alone sends \(\mathbf k\) to \(-\mathbf k\); the product stays at the same \(\mathbf k\). This is why the result holds at every \(\mathbf k\) and not just at special points.

For \(H=p^2/2m+V\) with the origin at the centre, \(K_0\) commutes with \(H\) because \(\nabla^2\) and \(V\) are real, and \(P\) commutes with \(H\) because \(\nabla^2\) is unchanged by \(\mathbf r\to-\mathbf r\) and \(V(-\mathbf r)=V(\mathbf r)\). Hence \(H\) commutes with \(\Theta\). Whenever \(H\) commutes with \(\Theta\),
\[
\langle\mathbf K|H|\mathbf K'\rangle
=\langle\Theta\mathbf K|H\Theta\mathbf K'\rangle
=\langle\Theta\mathbf K|\Theta H\mathbf K'\rangle
=\langle\mathbf K|H|\mathbf K'\rangle^* .
\]
The steps use, in order, the invariance of the plane waves, the commutation, and antiunitarity. The matrix is real, and being Hermitian it is symmetric.

For a centre at \(\mathbf r_0\) the operation is \((\Theta\psi)(\mathbf r)=\psi^*(2\mathbf r_0-\mathbf r)\), and
\[
\Theta|\mathbf K\rangle=e^{-2i\mathbf K\cdot\mathbf r_0}|\mathbf K\rangle .
\]
The wave \(e^{-i\mathbf K\cdot\mathbf r_0}|\mathbf K\rangle\) is left unchanged, because \(\Theta\) conjugates its prefactor to \(e^{+i\mathbf K\cdot\mathbf r_0}\), which combines with \(e^{-2i\mathbf K\cdot\mathbf r_0}\). Since \(e^{-i\mathbf K\cdot\mathbf r_0}=e^{-i\mathbf k\cdot\mathbf r_0}e^{-i\mathbf G\cdot\mathbf r_0}\) and the first factor is common to all waves, it cancels from matrix elements. What remains is \(D\).

For an electron without spin terms or magnetic field, two derivations have shown that an inversion centre makes the plane-wave matrix real at every \(\mathbf k\), once the phases in \(D\) are removed. It remains to check a nonlocal pseudopotential, and to see why spin-orbit coupling spoils the result and whether another basis could restore it.
